\section*{Why semicore d states need their s and p partners in GW}

\section{The argument under comment}

The argument concerns a GW calculation for a zinc compound with pseudopotentials. It runs as follows.

\begin{quote}
The Zn $3d$ level lies close to the valence bands, so the $3d$ electrons must be treated explicitly. The $3p$ and $3s$ levels lie some 70 and 110 eV deeper. States so far away in energy cannot affect the $3d$ level appreciably, and they may stay in the frozen core. Twelve valence electrons per zinc atom, $3d^{10}4s^2$, are therefore enough.
\end{quote}

The first sentence is sound. The inference from energy distance to weak influence needs examination, because a self-energy has several parts and they do not all depend on energy in the same way. Two questions have to be answered. How much exchange does a $3d$ electron have with the $3s$ and $3p$ shells? And how much of it is lost when those shells are frozen, given that the pseudopotential already contains some approximation to it?

I examine both for the nonrelativistic, closed-shell zinc atom with orbitals from the local density approximation (LDA). The algebra is in atomic units; energies are quoted in eV and lengths in angstrom. The atom isolates the exchange part of the problem. It does not supply the band gap of a solid.

\section{Where the energy distance drops out}

For one spin channel, the GW self-energy is
\begin{equation}
\Sigma(\mathbf r,\mathbf r';\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}
G(\mathbf r,\mathbf r';\omega+\omega')\,W(\mathbf r,\mathbf r';\omega').
\end{equation}
Write $W=v+(W-v)$, with $v=1/|\mathbf r-\mathbf r'|$. The term with $v$ is the exchange self-energy $\Sigma_x$; the rest is the correlation self-energy $\Sigma_c$.

In $\Sigma_x$ the interaction does not depend on $\omega'$, so the integral acts on $G$ alone. An orbital $\phi_b$ of energy $\varepsilon_b$ contributes $\phi_b(\mathbf r)\phi_b^*(\mathbf r')/(\omega+\omega'-\varepsilon_b\mp i0^+)$ to $G$, with the upper sign if it is occupied. The convergence factor lets us close the contour in the upper half-plane, where the poles of the occupied orbitals lie. Each has residue one, and $(i/2\pi)(2\pi i)=-1$. Hence
\begin{equation}
\Sigma_x(\mathbf r,\mathbf r')=-\sum_{b}^{\rm occ}
\frac{\phi_b(\mathbf r)\phi_b^*(\mathbf r')}{|\mathbf r-\mathbf r'|},
\label{sigmax}
\end{equation}
where $b$ runs over orbitals of the same spin. The energy $\varepsilon_b$ fixes the position of the pole, but the integral records only its residue. A deep orbital enters with the same weight as a shallow one.

The intuition behind the argument belongs to a different quantity. The polarizability of a shell contains denominators of the form $\varepsilon_u-\varepsilon_b$, with $u$ an empty state. For given matrix elements, a deep shell therefore polarizes weakly at low frequency. This supports leaving such a shell out of the screening. It says nothing about leaving it out of (\ref{sigmax}).

\section{What the exchange does depend on}

Take the expectation value of (\ref{sigmax}) in an orbital $\phi_a$. One orbital $b$ contributes $-k_{ab}$, with
\begin{equation}
k_{ab}=\iint d^3r\,d^3r'\,\frac{\rho_{ab}^*(\mathbf r)\,\rho_{ab}(\mathbf r')}{|\mathbf r-\mathbf r'|},
\qquad \rho_{ab}=\phi_b^*\phi_a .
\end{equation}
Since the Fourier transform of $1/r$ is $4\pi/q^2$, this equals
\begin{equation}
k_{ab}=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\tilde\rho_{ab}(\mathbf q)|^2\ \ge 0 .
\end{equation}
Exchange is the Coulomb self-interaction of the overlap density, and it lowers the level. Orthogonality of $a$ and $b$ means that $\rho_{ab}$ has no net charge. It does not make $\rho_{ab}$ vanish: the product of a $3d$ and a $3s$ orbital is a charge distribution of quadrupole symmetry.

For an atom the sum over a full shell can be done in closed form. Let $\phi=[P(r)/r]\,Y_{lm}$ with $\int P^2dr=1$, and let $\gamma$ be the angle between $\mathbf r$ and $\mathbf r'$. Three expansions are needed:
\begin{align}
\frac{1}{|\mathbf r-\mathbf r'|}&=\sum_k\frac{r_<^k}{r_>^{k+1}}\,P_k(\cos\gamma),\\
\sum_{m_b}Y_{l_bm_b}(\hat r)Y^*_{l_bm_b}(\hat r')&=\frac{2l_b+1}{4\pi}P_{l_b}(\cos\gamma),\\
\frac{1}{2l_a+1}\sum_{m_a}Y^*_{l_am_a}(\hat r)Y_{l_am_a}(\hat r')&=\frac{1}{4\pi}P_{l_a}(\cos\gamma).
\end{align}
Here $P_k$ with an integer index is a Legendre polynomial. The average over $m_a$ in the last line is harmless: the exchange operator of a full shell is invariant under rotations, so its expectation value is the same for every $m_a$.

The angular integrand depends on $\gamma$ alone. Integrating over one direction gives $4\pi$, and over the azimuth of the other $2\pi$. With $\mu=\cos\gamma$, the prefactor is
\begin{equation}
\frac{2l_b+1}{16\pi^2}\,(4\pi)(2\pi)=\frac{2l_b+1}{2},
\end{equation}
and the exchange with the full shell, for one spin, becomes
\begin{align}
K_{ab}&=\sum_k c_k\,G^k(a,b),\qquad
c_k=\frac{2l_b+1}{2}\int_{-1}^{1}P_{l_a}P_{l_b}P_k\,d\mu,\label{kab}\\
G^k(a,b)&=\iint dr\,dr'\,P_aP_b(r)\,P_aP_b(r')\,\frac{r_<^k}{r_>^{k+1}} .
\label{gk}
\end{align}
The $G^k$ are the radial Slater exchange integrals.

For $a=3d$ the coefficients follow from $\int P_k^2d\mu=2/(2k+1)$ and two products of Legendre polynomials,
\begin{equation}
P_1P_2=\tfrac25P_1+\tfrac35P_3,\qquad
P_2P_2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 .
\end{equation}
For an $s$ shell, $c_2=\frac12\cdot\frac25=\frac15$. For a $p$ shell, $c_1=\frac32\cdot\frac25\cdot\frac23=\frac25$ and $c_3=\frac32\cdot\frac35\cdot\frac27=\frac9{35}$. For the $d$ shell, $c_0=\frac52\cdot\frac15\cdot2=1$, $c_2=\frac52\cdot\frac27\cdot\frac25=\frac27$ and $c_4=\frac52\cdot\frac{18}{35}\cdot\frac29=\frac27$. Thus
\begin{align}
K_{3d,ns}&=\tfrac15G^2,\qquad K_{3d,np}=\tfrac25G^1+\tfrac9{35}G^3,\label{kd}\\
K_{3d,3d}&=F^0+\tfrac27(F^2+F^4),
\end{align}
where $F^k=G^k(3d,3d)$. The last expression includes the term $b=a$, which cancels the electron's Hartree repulsion with itself.

\section{The numbers for zinc}

The calculated Slater integrals for the $n=3$ partners are $G^2(3d,3s)=13.32$ eV, $G^1(3d,3p)=17.72$ eV and $G^3(3d,3p)=10.70$ eV. Inserted in (\ref{kd}), they give
\begin{align}
K_{3d,3s}&=13.32/5=2.66\ \text{eV},\\
K_{3d,3p}&=0.4\times17.72+\tfrac{9}{35}\times10.70=7.09+2.75=9.84\ \text{eV}.
\end{align}
The sum is 12.5 eV, or 0.46 hartree. Hartree-Fock orbitals give 12.9 eV, so the size of the effect does not hinge on the LDA orbitals. For comparison, the $3d$ shell itself gives 34.4 eV, self-interaction included.

The following table sets these values beside the other shells. Here $\varepsilon$ is the LDA orbital energy, $\langle r\rangle$ the mean radius and $S=\int|P_{3d}P_b|\,dr$ the absolute radial overlap. The $3d$ level itself has $\varepsilon=-10.9$ eV and $\langle r\rangle=0.48$ angstrom.

\begin{center}
\begin{tabular}{lrrrr}
shell $b$ & $\varepsilon$ (eV) & $\langle r\rangle$ (angstrom) & $S$ & $K_{3d,b}$ (eV)\\
$2s$ & $-1130.1$ & 0.12 & 0.39 & 1.14\\
$2p$ & $-997.3$ & 0.11 & 0.35 & 3.28\\
$3s$ & $-124.4$ & 0.37 & 0.92 & 2.66\\
$3p$ & $-82.2$ & 0.38 & 0.94 & 9.84\\
$4s$ & $-6.1$ & 1.42 & 0.51 & 0.25
\end{tabular}
\end{center}

The pair $3s$ and $4s$ decides against the energy criterion. Both have the same angular factor and the same multipole, $k=2$. The $4s$ level is 4.8 eV from $3d$ and the $3s$ level 113.6 eV, yet the exchange with $3s$ is about eleven times larger. The argument under comment keeps the weak partner and freezes the strong ones.

Absolute overlap is not a complete measure either. The $4s$ orbital has a larger $S$ with $3d$ than $2s$ has, but a smaller exchange. Equation (\ref{gk}) allows this. Because $r_<^k/r_>^k\le1$,
\begin{equation}
|G^k(a,b)|\le\iint dr\,dr'\,\frac{|P_aP_b(r)|\,|P_aP_b(r')|}{r_>} ,
\end{equation}
so exchange must vanish when the overlap does. A given overlap, however, counts for less when it lies farther out, where $1/r_>$ is small, and parts of opposite sign can cancel. I have not separated these two causes for $4s$. What favours $3s$ and $3p$ is a large overlap with $3d$ in a compact region.

\section{A test of the role of overlap}

One could object that $3p$ has large exchange with $3d$ merely because all Coulomb integrals between compact orbitals are large. To separate the two explanations, compress the $3p$ radial function while keeping its norm:
\begin{equation}
P_\lambda(r)=\sqrt\lambda\,P_{3p}(\lambda r),\qquad \lambda\ge1 .
\end{equation}
This function is a probe, not an orbital of the atom. Its direct Coulomb integral with $3d$ is, after the substitution $s=\lambda r'$,
\begin{equation}
F^0(\lambda)=\iint dr\,ds\,\frac{P_{3d}^2(r)\,P_{3p}^2(s)}{\max(r,s/\lambda)} .
\end{equation}
The denominator can only decrease as $\lambda$ grows, so the direct repulsion cannot fall.

In the exchange integral put $s=\lambda r$ and $s'=\lambda r'$. The two factors $\sqrt\lambda$ give $\lambda$, the differentials give $\lambda^{-2}$, and the kernel, an inverse length, gives $\lambda$. These powers cancel:
\begin{equation}
G^k(\lambda)=\iint ds\,ds'\,P_{3d}\!\left(\frac s\lambda\right)P_{3d}\!\left(\frac{s'}\lambda\right)
P_{3p}(s)P_{3p}(s')\,\frac{s_<^k}{s_>^{k+1}} .
\end{equation}
The whole dependence on $\lambda$ now sits in the $3d$ function, sampled ever closer to the nucleus. There $P_{3d}\propto r^3$, so for large $\lambda$ the exchange falls as $\lambda^{-6}$, while $F^0$ tends to $\langle1/r\rangle_{3d}$.

For $\lambda=3.60$ the probe has the mean radius of $2p$. The calculation gives
\begin{align}
S&:\ 0.94\to0.33,\\
F^0&:\ 31.0\to40.7\ \text{eV},\\
K_{3d,3p}&:\ 9.84\to3.12\ \text{eV}.
\end{align}
The direct repulsion rises by almost a third and the exchange drops by about two thirds. The value is near that of the true $2p$ shell, 3.28 eV, but the probe keeps the radial node of $3p$ while $2p$ has none, so no weight is put on this closeness. Compactness alone therefore does not produce the large value; $3p$ has to be where $3d$ is. The fall is not monotone, however. A mild compression first raises the exchange, to 10.5 eV at $\lambda=1.2$, although $S$ has already dropped to 0.90; and at $\lambda=3.60$ the decrease is still far slower than the asymptotic $\lambda^{-6}$.

This also shows what is right in the energy criterion. Between $n=3$ and $n=2$, a deeper level goes with a much smaller orbital, and energy serves as a rough proxy for overlap. Within the $n=3$ shell the proxy fails: the levels spread over more than 110 eV, while the mean radii stay between 0.37 and 0.48 angstrom.

\section{What freezing the shells really costs}

It would be wrong to conclude that the $3d$ level is in error by 12.5 eV. A pseudopotential carries a substitute for the core exchange, and the error is the difference between the two.

Let $n=n_c+n_v$ be the core and valence densities. Leave aside the smoothing of the orbitals, and consider the potential seen by a valence electron in the LDA atom,
\begin{equation}
V=V_{\rm nuc}+V_H[n_c]+V_H[n_v]+v_{xc}[n].
\end{equation}
In linear unscreening, the Hartree and exchange-correlation potentials of the valence density alone are subtracted to define the ionic potential:
\begin{align}
V_{\rm ion}&=V-V_H[n_v]-v_{xc}[n_v]\nonumber\\
&=V_{\rm nuc}+V_H[n_c]+\bigl(v_{xc}[n]-v_{xc}[n_v]\bigr).
\end{align}
The GW step then replaces $v_{xc}[n_v]$ by the self-energy built from valence orbitals. The bracket stays behind in $V_{\rm ion}$ and stands in for core-valence exchange and correlation.

Consider exchange alone, to first order at fixed orbitals. With a frozen core, level $a$ contains $-K_{a,v}+\langle a|v_x[n]-v_x[n_v]|a\rangle$, where $K_{a,v}$ is summed over valence shells. With explicit core exchange it contains $-K_{a,v}-K_{a,c}$. Explicit minus frozen gives the missed correction
\begin{equation}
\Delta_a=-K_{a,c}-\langle a|v_x[n]-v_x[n_v]|a\rangle,\qquad
v_x[n]=-\left(\frac{3n}{\pi}\right)^{1/3}.
\label{delta}
\end{equation}
A negative $\Delta_a$ means that the frozen-core level lies too high relative to explicit core exchange.

With $3d$ and $4s$ in the valence, the core is $1s$, $2s$, $2p$, $3s$ and $3p$, and
\begin{align}
\Delta_{3d}&=-16.94+9.58=-7.36\ \text{eV},\\
\Delta_{4s}&=-1.46+0.88=-0.58\ \text{eV}.
\end{align}
The LDA term recovers 57\% of the core exchange on $3d$ and 60\% of that on $4s$. The fractions are similar; the amounts are not, because $3d$ has far more exchange with the core. A common shift of all levels would do no harm to level spacings, but here $\Delta_{3d}-\Delta_{4s}=-7.36+0.58=-6.78$ eV: the frozen core leaves $3d$ too high relative to $4s$ by 6.78 eV.

With $3s$ and $3p$ also in the valence, twenty electrons in all, the same formula gives
\begin{align}
\Delta_{3d}&=-4.44+3.31=-1.13\ \text{eV},\\
\Delta_{4s}&=-0.47+0.35=-0.12\ \text{eV}.
\end{align}
The misplacement of $3d$ relative to $4s$, $\Delta_{3d}-\Delta_{4s}$, falls to about $-1.0$ eV. It does not vanish: exchange with the $n=2$ shells is 4.4 eV on $3d$, and the LDA term covers three quarters of it.

The change in $\Delta_{3d}$ between the two partitions connects the gross and net figures. Moving $3s$ and $3p$ into the valence supplies $-12.50$ eV of explicit exchange and removes an LDA contribution of $-9.58+3.31=-6.27$ eV. The $3d$ level therefore moves by $-12.50+6.27=-6.23$ eV, about half the gross exchange, and the missed correction $\Delta_{3d}$ shrinks by that amount, from $-7.36$ to $-1.13$ eV.

This accounting assumes linear unscreening. Suppose instead that the core density is kept in $v_{xc}$, as in a nonlinear core correction, so that the bracket is absent from $V_{\rm ion}$. If the GW step then subtracts $v_{xc}[n]$ but adds only the valence self-energy, nothing stands in for core exchange, and the missed exchange on $3d$ is the full $-16.9$ eV. Unless core exchange is added explicitly, the GW step must subtract the potential of the valence density alone, $v_{xc}[n_v]$; this leaves $v_{xc}[n]-v_{xc}[n_v]$ in the level and restores (\ref{delta}).

\section{What carries over to a compound}

The figures above are exchange corrections, not quasiparticle errors. The corresponding correction at the GW level is
\begin{equation}
\Delta_a^{GW}=\Delta_a+\langle a|\delta\Sigma_c|a\rangle-\langle a|v_c[n]-v_c[n_v]|a\rangle,
\end{equation}
where $\delta\Sigma_c$ is the change in the correlation self-energy when the core shells are included, evaluated at the level in question, and $v_c$ is the LDA correlation potential. This is a change of the self-energy at fixed energy. Since the quasiparticle energy $E$ also appears in the argument of $\Sigma_c$, the shift obeys, to linear order in $\delta E$, $\delta E\approx\Delta_a^{GW}+\langle a|\partial_\omega\Sigma_c|a\rangle\,\delta E$, so $\delta E\approx Z_a\Delta_a^{GW}$ with $Z_a=[1-\langle a|\partial_\omega\Sigma_c|a\rangle]^{-1}$. The linearization requires $\Sigma_c$ to be nearly linear in $\omega$ over the range of the shift, which cannot be taken for granted when the shift is several eV. The last term follows from the same orbitals and is small: with twelve valence electrons, $-\langle a|v_c[n]-v_c[n_v]|a\rangle$ is about $+0.17$ eV on $3d$ and $+0.02$ eV on $4s$. The atomic LDA calculation does not determine $Z_a$ or $\delta\Sigma_c$, and the latter may offset part of $\Delta_a$. Nor does it include the change of orbitals under pseudization. The all-electron $4s$ function used here, for instance, keeps inner oscillations that pseudization removes.

The consequence for a valence band can be stated for a simple model. Let a band state be $\psi=\sqrt{1-w}\,\phi_p+\sqrt w\,\phi_d$, with $\phi_p$ an anion orbital and $w$ its $3d$ weight. If the missed exchange acts on the $d$ component alone, its first-order effect on the band energy is $w\Delta_{3d}$. First order gives the sign but can overstate the size, because $w$ itself falls as the $d$ level moves down: for two weakly coupled levels with $d$ a distance $D$ below $p$, the shift is $w\Delta_{3d}\,D/(D+|\Delta_{3d}|)$, about half of $w\Delta_{3d}$ when $D$ is near 7 eV. A band edge with $d$ admixture then lies too high when $3s$ and $3p$ are frozen, and the gap is too small if the conduction edge is less affected. The atom gives $\Delta_{3d}$ but not $w$, so I draw no value for a gap from it.

The argument should be revised accordingly. Once $3d$ is treated explicitly, the exchange with $3p$ must be explicit too, and that with $3s$ should be. The two shells are not equally important: moving $3p$ alone into the valence brings $\Delta_{3d}-\Delta_{4s}$ from $-6.8$ to about $-2.0$ eV, and adding $3s$ brings it to $-1.0$ eV. The gain from $3s$ is thus about as large as the error that remains from the $n=2$ shells, and its gross exchange with $3d$ is smaller than that of $2p$. The direct way is to place the whole $n=3$ shell in the valence, at the price of harder pseudopotentials and more electrons. Another is to keep $3s$ and $3p$ frozen but evaluate their exchange with the valence states from the core orbitals, removing the LDA substitute at the same time. That second way relies on energy distance where it has some force, in neglecting core polarization. It also leaves out the contribution that the $3s$ and $3p$ orbitals make through $G$ to $\Sigma_c$, which the argument about the polarizability does not cover. In either case the convergence of the $3d$ position should be checked against the choice of core, since the remaining $n=2$ error in this atom is still about 1 eV. The numerical check accompanying this comment compares the shell formula with exchange matrices from analytic Gaussian integrals, and the radial LDA potentials with a three-dimensional quadrature.

\section*{Table of computed values}
\begin{verbatim}
Zn atom, LDA orbitals; HF virial ratio -V/T = 1.9999999
shell: energy eV | mean radius angstrom | abs. overlap with 3d
  1s: -9387.10 | 0.0271 | 0.0299
  2s: -1130.13 | 0.1218 | 0.3941
  2p: -997.27 | 0.1058 | 0.3486
  3s: -124.43 | 0.3668 | 0.9155
  3p: -82.23 | 0.3804 | 0.9351
  3d: -10.85 | 0.4792 | 1.0000
  4s: -6.06 | 1.4166 | 0.5132
Slater integrals with 3d, eV (F^k for 3d itself):
  1s: k=2: 0.077
  2s: k=2: 5.683
  2p: k=1: 6.012, k=3: 3.421
  3s: k=2: 13.320
  3p: k=1: 17.718, k=3: 10.703
  3d: k=0: 28.434, k=2: 12.807, k=4: 7.905
  4s: k=2: 1.241
exchange K with full shell, eV: on 3d | on 4s
  1s: 0.015 | 0.106
  2s: 1.137 | 0.159
  2p: 3.284 | 0.204
  3s: 2.664 | 0.415
  3p: 9.839 | 0.572
  3d: 34.351 | 1.241
  4s: 0.248 | 9.218
K on 3d from 3s+3p: 12.503 eV = 0.4595 hartree
K on 3d from 2s+2p: 4.421 eV
K on 4s from 3s+3p: 0.987 eV
K on 3d from 3s+3p, HF orbitals: 12.851 eV
compression of 3p to 2p mean radius: factor 3.596
  abs. overlap with 3d: 0.9351 -> 0.3266
  direct F0(3d,3p): 30.996 -> 40.726 eV
  exchange K(3d,3p): 9.839 -> 3.120 eV
frozen core: K_core | <vx[n]-vx[n_val]> | Delta, all eV
  valence 3d4s, level 3d: 16.939 | -9.578 | -7.361
  valence 3d4s, level 4s: 1.456 | -0.876 | -0.580
  valence 3s3p3d4s, level 3d: 4.436 | -3.308 | -1.128
  valence 3s3p3d4s, level 4s: 0.469 | -0.354 | -0.115
Delta(3d)-Delta(4s), valence 3d4s: -6.781 eV
Delta(3d)-Delta(4s), valence 3s3p3d4s: -1.014 eV
largest exchange test error: 5.1e-05 eV
largest potential test error: 1.9e-11 eV
\end{verbatim}
